# Screening length of copper and field-induced carriers in a thin film

In the free-electron Thomas-Fermi model, copper screens a static field over a length of about 0.55 Å. A vacuum field of 1 V/nm at one face of a grounded film 10 nm thick changes the number of conduction electrons by 0.0064 percent, which is below 0.01 percent.

The words "vacuum", "one face" and "grounded" are conditions of the second result. A grounded film can exchange electrons with a reservoir, whereas an isolated neutral film can only be polarized. Equal charging of both faces, or the same field inside an oxide, takes the change above 0.01 percent.

## The estimate

Let the metal fill \(0<x<d\), and let \(F\) be the field along \(+x\) just outside the face at \(x=0\). Electrons have charge \(-e\), so a positive \(F\) draws them to this face. A field that ends on a metal face needs a surface charge of magnitude \(\varepsilon_0F\). The added electrons per area are therefore

\[
\Delta N=\frac{\varepsilon_0F}{e}=\frac{1\ \text{V/nm}}{18.095\ \text{V nm}}=0.0553\ \text{nm}^{-2}.
\]

Copper has four atoms in a cubic cell of edge \(a\approx0.36\) nm, a rough input. The measured edge, 0.3615 nm, moves the last digits quoted below: 0.0065 instead of 0.0064 percent, \(E_F=7.03\) instead of 7.09 eV, \(\lambda=0.553\) instead of 0.552 Å, and limits of 6.53 nm and 1.53 V/nm instead of 6.45 nm and 1.55 V/nm. With one carrier per atom,

\[
n=\frac4{a^3}=85.7\ \text{nm}^{-3},\qquad nd=857\ \text{nm}^{-2},
\]

\[
\frac{\Delta N}{nd}=\frac{0.0553}{857}=6.4\times10^{-5}=0.0064\ \text{percent}.
\]

The screening length does not enter this ratio. It follows from a balance of energies. If the charge occupies a depth \(\lambda\), the density rises by \(\delta n\sim\varepsilon_0F/(e\lambda)\) and the potential by \(\varphi\sim F\lambda\). Adding \(\delta n\) electrons per volume raises the local Fermi energy by \(\delta n/D\), where \(D\) is the density of states per volume, both spins included. The electrostatic energy gained, \(e\varphi\), pays for this rise:

\[
\frac{\varepsilon_0F}{e\lambda D}\sim eF\lambda
\quad\Longrightarrow\quad
\lambda^2\sim\frac{\varepsilon_0}{e^2D}.
\]

The derivation below shows that the numerical factor is one for the exponential decay length.

## Fermi energy and density of states

In a periodic box of volume \(V\), each wavevector occupies \((2\pi)^3/V\) and holds two spins. Filling a sphere of radius \(k_F\) gives

\[
n=\frac{2}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad E_F=\frac{\hbar^2k_F^2}{2m}.
\]

For copper, \(k_F=(3\pi^2\times85.73)^{1/3}=13.64\ \text{nm}^{-1}\) and \(E_F=7.09\) eV. Since \(n\propto E_F^{3/2}\),

\[
D=\frac{dn}{dE_F}=\frac{3n}{2E_F}=\frac{3\times85.73}{2\times7.09}
=18.14\ \text{eV}^{-1}\text{nm}^{-3}.
\]

A direct count of the plane-wave states in a finite box gave 85.67 nm\(^{-3}\) for the density. Counting the states within 5 percent of \(E_F\) on either side gave \(D=18.19\ \text{eV}^{-1}\text{nm}^{-3}\).

## The field inside the film

Choose \(\varphi=0\) in the neutral interior. The Thomas-Fermi approximation gives each point the Fermi energy of a uniform gas at the local density \(n(\varphi)\). In equilibrium the sum of this energy and the potential energy \(-e\varphi\) is constant:

\[
E_F\left[\frac{n(\varphi)}n\right]^{2/3}-e\varphi=E_F
\quad\Longrightarrow\quad
n(\varphi)=n\left(1+\frac{e\varphi}{E_F}\right)^{3/2}.
\]

The positive background has charge density \(+en\), so the net charge density is \(e[n-n(\varphi)]\). Poisson's equation, \(\varphi''=-\rho/\varepsilon_0\), becomes

\[
\varphi''=\frac e{\varepsilon_0}\,[n(\varphi)-n].
\]

For \(e|\varphi|\ll E_F\), the expansion \((1+u)^{3/2}\approx1+3u/2\) gives

\[
\varphi''=\frac{3e^2n}{2\varepsilon_0E_F}\varphi=\frac{\varphi}{\lambda^2},
\qquad
\lambda^2=\frac{2\varepsilon_0E_F}{3e^2n}=\frac{\varepsilon_0}{e^2D}.
\]

With energies in eV and \(e/\varepsilon_0=18.095\) V nm,

\[
\lambda=\sqrt{\frac{2\times7.09}{3\times18.095\times85.73}}\ \text{nm}
=0.0552\ \text{nm}=0.552\ \text{Å}.
\]

Inserting \(n\) and \(E_F\) in terms of \(k_F\), with the Bohr radius \(a_0=4\pi\varepsilon_0\hbar^2/(me^2)\), gives

\[
\lambda^2=\frac{2\varepsilon_0}{3e^2}\,\frac{\hbar^2k_F^2}{2m}\,\frac{3\pi^2}{k_F^3}
=\frac{\pi^2\varepsilon_0\hbar^2}{me^2k_F}=\frac{\pi a_0}{4k_F}.
\]

Thus \(\lambda\propto n^{-1/6}\), and a small error in the density hardly matters.

The field is \(-\varphi'\), so the boundary conditions are \(\varphi'(0)=-F\) and \(\varphi'(d)=0\). The solution is

\[
\varphi(x)=F\lambda\,\frac{\cosh[(d-x)/\lambda]}{\sinh(d/\lambda)}
\approx F\lambda e^{-x/\lambda}.
\]

The last form holds for \(d\gg\lambda\), except within a few \(\lambda\) of the far face, where the potential is negligible but reaches twice the exponential at \(x=d\). Here \(d/\lambda\approx181\). In the opposite limit, \(d\ll\lambda\), the linear solution tends to the uniform value \(F\lambda^2/d\): the charge spreads through the film, although its total is unchanged.

## The carrier count

Integrating the full nonlinear Poisson equation across the film gives

\[
\Delta N=\int_0^d[n(\varphi)-n]\,dx
=\frac{\varepsilon_0}{e}[\varphi'(d)-\varphi'(0)]
=\frac{\varepsilon_0}{e}(F_L-F_R),
\]

where \(F_L\) and \(F_R\) are the \(+x\) components just outside the left and right faces. This is Gauss's law.

- **One face:** \(F_L=F\), \(F_R=0\). The change is \(+0.0064\) percent, and reversing the field reverses its sign.
- **Both faces, fields pointing inward:** \(F_L=F\), \(F_R=-F\). The change doubles to 0.0129 percent.
- **Isolated neutral film in a uniform field:** \(F_L=F_R\). The faces carry opposite charges and the total change is zero.
- **Oxide on one face:** the normal displacement fixes the free charge, so \(\Delta N=\kappa\varepsilon_0F/e\) for relative permittivity \(\kappa\). With a rough \(\kappa=4\), a field of 1 V/nm in the oxide gives 0.026 percent.

For one face in vacuum, the 0.01 percent limit is reached at a thickness of 6.45 nm if \(F=1\) V/nm is held fixed, or at a field of 1.55 V/nm if \(d=10\) nm is held fixed.

## Is the linear step justified?

The linear solution has \(\varphi(0)=F\lambda=0.055\) V, so \(u_0=e\varphi(0)/E_F\approx0.0078\). The relative density change at the face is

\[
\frac{\delta n(0)}n=\frac{3u_0}{2}=\frac{\varepsilon_0F}{en\lambda}
=\frac{0.05526}{85.73\times0.0552}=1.17\ \text{percent}.
\]

This is about 181 times the change averaged over the film, because the charge is concentrated near one face.

The leading nonlinear correction follows from multiplying Poisson's equation by \(\varphi'\) and integrating from the interior, where \(\varphi\) and \(\varphi'\) vanish. With \(u=e\varphi/E_F\),

\[
\frac{\varphi'^2}{2}=\frac{nE_F}{\varepsilon_0}
\left[\frac25\left((1+u)^{5/2}-1\right)-u\right]
=\frac{nE_F}{\varepsilon_0}\left(\frac{3u^2}{4}+\frac{u^3}{8}+\cdots\right).
\]

Hence \(\varphi'^2=(\varphi^2/\lambda^2)(1+u/6+\cdots)\). Setting \(\varphi'(0)=-F\) gives \(\varphi(0)\approx F\lambda(1-u_0/12)\), a reduction of less than 0.1 percent.

The same number gives the mean depth of the added charge. Integration by parts yields \(\int_0^d x\varphi''dx=d\varphi'(d)-\varphi(d)+\varphi(0)\approx\varphi(0)\), while \(\int_0^d\varphi''dx=F\). The mean depth is therefore \(\varphi(0)/F\).

A numerical solution of the nonlinear film equation gave a mean depth of 0.05516 nm, a decay length of 0.0552 nm and 0.05526 added electrons per nm\(^2\). Changing the starting mesh from 401 to 801 points shifted the depth by a relative \(6.5\times10^{-10}\). This shows only that the result is insensitive to the starting mesh; it measures neither the error of the final integration over the film nor the error of the model.

## How firm is 0.55 Å?

**Exchange.** The uniform gas has the one-particle density matrix \(\gamma(r)=3n\,j_1(z)/z\), with \(z=k_Fr\) and \(j_1\) a spherical Bessel function; it is the Fourier transform of the filled Fermi sphere. Exchange acts between equal spins, each with density matrix \(\gamma/2\), so the energy per volume is

\[
w_x=-\frac14\frac{e^2}{4\pi\varepsilon_0}\int\frac{\gamma^2}{r}\,d^3r
=-\frac{e^2}{4\pi\varepsilon_0}\frac{9\pi n^2}{k_F^2}\int_0^\infty\frac{j_1^2}{z}\,dz.
\]

From \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/z\) one finds \((j_0^2+j_1^2)'=-4j_1^2/z\), so the integral is \(1/4\). Since \(w_x\propto n^{4/3}\), the exchange part of the chemical potential is

\[
\mu_x=\frac{4w_x}{3n}=-\frac{e^2k_F}{4\pi^2\varepsilon_0},
\qquad \frac{d\mu_x}{dn}=\frac{\mu_x}{3n}.
\]

In \(\lambda^2=(\varepsilon_0/e^2)\,d\mu/dn\), this adds to the kinetic term \(2E_F/(3n)\). The ratio of the two terms is \(-1/(\pi k_Fa_0)=-1/(2k_F\lambda)^2\), so

\[
\lambda_x=\lambda\sqrt{1-\frac1{(2k_F\lambda)^2}}
=0.552\sqrt{1-\frac1{1.506^2}}\ \text{Å}=0.41\ \text{Å}.
\]

**Bound electrons and band mass.** Let the filled d shells supply a background permittivity \(\varepsilon_b\), and let the carrier mass be \(gm\). At fixed density, \(E_F\) becomes \(E_F/g\), and Poisson's equation has \(\varepsilon_0\varepsilon_b\) in place of \(\varepsilon_0\). Thus \(\lambda\) is multiplied by \(\sqrt{\varepsilon_b/g}\). Rough trial values \(\varepsilon_b=5\) and \(g=1.3\) give 1.08 Å without exchange. The internal field at the face is \(F/\varepsilon_b\), so the free charge remains \(\varepsilon_0\varepsilon_b(F/\varepsilon_b)=\varepsilon_0F\), and the count does not move.

**Wave nature of the electrons.** A local density response fails when the potential varies over a distance comparable with \(1/k_F\). First-order perturbation theory for plane waves replaces \(\delta n_q=eD\varphi_q\) by \(\delta n_q=eDL(q/2k_F)\varphi_q\). Summing \(1/(E_{\mathbf k+\mathbf q}-E_{\mathbf k})\) over the Fermi sphere, angles first, leaves

\[
L(y)=\frac1{2y}\int_0^1s\ln\left|\frac{y+s}{y-s}\right|ds
=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right|.
\]

For a specularly reflecting face, neglect the interference between incident and reflected electron waves. The bulk response can then be used with \(\varphi\) extended evenly to \(x<0\). Its slope then jumps by \(-2F\) at the face, which adds \(-2F\delta(x)\) to the right side of Poisson's equation. A Fourier transform gives \(\varphi_q=2F/(q^2+L/\lambda^2)\), and hence

\[
\frac{\varphi(0)}F=\frac2\pi\int_0^\infty\frac{dq}{q^2+L(q/2k_F)/\lambda^2}
=0.59\ \text{Å}.
\]

Setting \(L=1\) recovers \(\lambda\). Within this approximation the correction is about 7 percent of \(\lambda\). The neglected interference changes the electron density near the face over a distance of order \(1/k_F=0.73\) Å, which is comparable with \(\lambda\) itself. The 7 percent is therefore not a bound on the full wave correction. For an infinitely high wall, with the interference kept and only electrostatic screening, the added charge lies on average about 1.2 Å from the wall. This is about 0.34 Å inside the edge of the positive background, because neutrality places the wall \(3\pi/(8k_F)\) outside that edge.

**Temperature.** With \(t=k_BT/\mu\), the Sommerfeld expansion gives \(n\propto\mu^{3/2}(1+\pi^2t^2/8)\). At fixed \(n\), \(\mu\) falls by the fraction \(\pi^2t^2/12\), which lowers \(\mu^{1/2}\) by \(\pi^2t^2/24\). The derivative \(dn/d\mu\propto\mu^{1/2}(1-\pi^2t^2/24)\) thus falls by \(\pi^2t^2/12\) in all, and \(\lambda\) rises by the fraction \(\pi^2t^2/24\). At 400 K this is \(1\times10^{-5}\).

These variants place the length between roughly 0.4 and 1.1 Å. They are separate sensitivity estimates, not a combined error bar; exchange together with \(g=1.3\) and \(\varepsilon_b=1\), for example, gives 0.32 Å. All lie well below the distance between neighbouring atoms, 2.55 Å, so the exponential is not a resolved picture of the charge at a real surface. Correlation and the spill-out of electrons beyond the face are also omitted. Spill-out moves the charge but not its total, provided the Gauss surface lies outside it. The move is larger than \(\lambda\): in self-consistent local-density jellium at this density, the centroid of the induced charge lies about 0.7 Å outside the edge of the positive background. The range above therefore describes models that confine the charge to \(x>0\), not the position of the charge at a real face.

## Comparison with a real film

The 10 nm thickness is in the range of narrow interconnects, but the field is not typical of them. It equals 10 MV/cm, roughly the breakdown field of good thin silicon dioxide, while one volt across 10 nm of insulator gives 1 MV/cm. At that field, with \(\kappa=4\) and one charged face, the count changes by 0.0026 percent. The assumption that real lines break most directly is the single vacuum face: dielectric surrounds them, and several faces may be charged. For 1 V/nm in an oxide with \(\kappa=4\), one face gives 0.026 percent and two give 0.052 percent. A metallic liner between copper and dielectric would take up most of this charge itself if it is much thicker than its own screening length.

In vacuum, a positive \(F\), the direction that adds electrons, also pulls them outward from the face, and they might tunnel away. Let \(x\) now be the distance outward from the face. For a triangular barrier of height \(W=4.5\) eV, a rough work function, the tunnelling exponent is

\[
2\int_0^{W/eF}\sqrt{\frac{2m(W-eFx)}{\hbar^2}}\,dx
=\frac{4\sqrt{2m}\,W^{3/2}}{3\hbar eF}=65.2.
\]

The image attraction, \(-e^2/(16\pi\varepsilon_0x)\), lowers the exponent to 58.4. Weighting the transmission \(e^{-G(E)}\), with \(G\) the exponent at energy \(E\) of motion normal to the face, by the thermal supply of electrons at 400 K gives a current density of order \(10^{-17}\) to \(10^{-18}\) A/cm\(^2\). Each second this carries off a fraction of order \(10^{-11}\) to \(10^{-12}\) of the induced charge, which is negligible for a flat, clean face. The current depends steeply on the rough \(W\): it runs from about \(4\times10^{-16}\) A/cm\(^2\) at 4.3 eV to \(2\times10^{-22}\) A/cm\(^2\) at 4.95 eV, negligible throughout. Sharp protrusions raise the local field and can invalidate that estimate. It also does not carry over to 1 V/nm in an oxide, where the barrier is lower and the carrier lighter: rough barriers of 3.2 to 3.9 eV with a mass of \(0.5m\) give about \(10^{-3}\) to \(10^{-7}\) A/cm\(^2\), so the charge must be continually resupplied.

A change in carrier count is not by itself a change in resistance. At fixed mobility, the sheet conductance would change by the same 0.0064 percent. A field that alters scattering at the surface could have a different effect, which this model does not describe. The numerical output lists the main values used here.

## Values computed for the example and the checks

```
Lattice constant, rough input: 0.36 nm
Film thickness: 10 nm
Vacuum field: 1 V/nm
Same field: 10 MV/cm
Temperature: 400 K
Carrier density: 85.73 nm^-3
Carrier density: 8.573e+22 cm^-3
Fermi wavenumber: 13.64 nm^-1
Fermi energy: 7.09 eV
Density of states: 18.14 eV^-1 nm^-3
Box-counted carrier density: 85.67 nm^-3
Box-counted density of states: 18.19 eV^-1 nm^-3
e/eps0: 18.095 V nm
Thomas-Fermi length: 0.0552 nm
Thomas-Fermi length: 0.552 angstrom
Decay length from film solution: 0.0552 nm
Mean charge depth from film solution: 0.05516 nm
Added electrons, Gauss: 0.05526 nm^-2
Added electrons, film solution: 0.05526 nm^-2
Added electrons: 5.526e+12 cm^-2
Film carriers per area: 857.3 nm^-2
Carrier change, one face: 0.006446 percent
Relative count shift, 401 to 801 nodes: 1.9e-13
Relative depth shift, 401 to 801 nodes: 6.5e-10
Surface potential: 0.05516 V
Surface density change, linear: 1.168 percent
Surface density change, film solution: 1.169 percent
Carrier change, field reversed: -0.006446 percent
Carrier change, both faces: 0.01289 percent
Isolated film, size of change below 1e-6 percent: 1 (1 = yes)
Oxide permittivity, rough input: 4
Carrier change, field in oxide: 0.02578 percent
Smallest thickness for 0.01 percent: 6.446 nm
Largest vacuum field for 0.01 percent: 1.551 V/nm
Length with exchange: 0.4127 angstrom
Background permittivity, rough input: 5
Mass factor, rough input: 1.3
Length with background and mass: 1.083 angstrom
Added electrons with background and mass: 0.05526 nm^-2
Lindhard drop length: 0.5883 angstrom
Thermal energy: 0.03447 eV
Relative thermal length shift: 9.72e-06
Film subbands, k_F d/pi: 43.4
Nearest-neighbour distance: 0.255 nm
Work function, rough input: 4.5 eV
Tunnel exponent, triangular barrier: 65.2
Tunnel exponent, image-lowered: 58.4
Field-emission current density: 4.9e-18 A/cm^2
Added charge lost per second: 5.5e-12 s^-1
```
